# The Kronig-Penney relation and the exact band tops, derived twice

An electron moving along a line through equally spaced repulsive delta barriers has Bloch states at the energies \(E=q^2/2\) that satisfy

\[
\cos(ka)=F(z),\qquad F(z)=\cos z+P\,\frac{\sin z}{z},\qquad z=qa .
\]

Here \(a\) is the spacing, \(k\) the real Bloch wave number and \(P>0\) the dimensionless barrier strength. For every \(n=1,2,3,\dots\) the interval \((n-1)\pi<z\le n\pi\) contains one energy band, and the top of that band lies exactly at

\[
qa=n\pi,\qquad E_n^{\rm top}=\frac{n^2\pi^2}{2a^2},
\]

whatever the value of \(P\).

Hartree atomic units are used, so \(\hbar\) and the electron mass equal 1. The Schrödinger equation is

\[
-\tfrac12\psi''(x)+\Lambda\sum_j\delta(x-ja)\,\psi(x)=E\psi(x),
\qquad \Lambda>0,\qquad P=\Lambda a .
\]

The model contains one electron, an infinite and perfectly periodic line, and barriers of zero width. The strength \(\Lambda\) is an energy times a length.

## First derivation: carrying the wave across a cell

**The jump at a barrier.** Integrate the Schrödinger equation from \(-\eta\) to \(\eta\):

\[
-\tfrac12\left[\psi'(\eta)-\psi'(-\eta)\right]+\Lambda\psi(0)=E\int_{-\eta}^{\eta}\psi\,dx .
\]

The wave function is continuous, so the right side vanishes as \(\eta\to0\). What remains is

\[
\psi'(0^+)-\psi'(0^-)=2\Lambda\psi(0).
\]

**The cell matrix.** Describe the wave just before a barrier by the column \((\psi,\psi')\). Crossing the barrier leaves \(\psi\) unchanged and adds \(2\Lambda\psi\) to the slope. This is multiplication by

\[
K=\begin{pmatrix}1&0\\2\Lambda&1\end{pmatrix}.
\]

Between barriers \(\psi''=-q^2\psi\). For \(E>0\) the solution with given starting data is \(\psi(x)=\psi(0)\cos qx+\psi'(0^+)\sin(qx)/q\). Its value and slope at \(x=a\) are obtained with

\[
T=\begin{pmatrix}\cos z&\sin z/q\\-q\sin z&\cos z\end{pmatrix}.
\]

The barrier acts first, so the matrix for a whole cell is

\[
M=TK=\begin{pmatrix}\cos z+2\Lambda\sin z/q&\sin z/q\\-q\sin z+2\Lambda\cos z&\cos z\end{pmatrix}.
\]

Both factors have determinant 1, hence \(\det M=1\). Since \(\Lambda/q=\Lambda a/(qa)=P/z\), the trace is

\[
\operatorname{tr}M=2\cos z+\frac{2\Lambda}{q}\sin z=2F(z).
\]

**Bloch's condition.** A Bloch state obeys \(\psi(x+a)=e^{ika}\psi(x)\), so its column is an eigenvector of \(M\) with eigenvalue \(e^{ika}\). The product of the two eigenvalues is \(\det M=1\), which makes the other one \(e^{-ika}\). Their sum is the trace:

\[
e^{ika}+e^{-ika}=2F(z)\quad\Longrightarrow\quad\cos(ka)=F(z).
\]

Conversely, if \(|F|\le1\), a real \(k\) with \(\cos ka=F\) exists. Then \(e^{ika}\) solves the eigenvalue equation \(\lambda^2-2F\lambda+1=0\), and its eigenvector starts a Bloch state. If \(|F|>1\), the eigenvalues are real, with one magnitude above 1 and the other below 1. Every solution then grows in at least one direction, and the energy lies in a gap. No division by \(\sin z\) was made, so the points \(z=n\pi\) are included.

**No states at \(E\le0\).** For negative energy put \(q=i\kappa\) with \(\kappa>0\). Then

\[
F=\cosh(\kappa a)+P\,\frac{\sinh(\kappa a)}{\kappa a}>1 .
\]

At \(E=0\) the free solution is a straight line, \(T\) has rows \((1,a)\) and \((0,1)\), and half the trace of \(TK\) is \(1+P>1\). Neither case allows a real \(k\).

**One band in each interval.** Write \(z=(n-1)\pi+\theta\) with \(0<\theta\le\pi\). The shift multiplies both sine and cosine by \((-1)^{n-1}\), so

\[
F=(-1)^{n-1}g,\qquad g=\cos\theta+\frac Pz\sin\theta .
\]

An energy is allowed when \(-1\le g\le1\). For \(\theta<\pi\) the sine is positive and the cosine exceeds \(-1\), hence \(g>-1\). At \(\theta=\pi\), \(g=-1\), which is allowed. The upper limit remains to be examined. Half-angle formulas give

\[
\begin{aligned}
1-g&=2\sin^2\tfrac\theta2-\frac{2P}{z}\sin\tfrac\theta2\cos\tfrac\theta2\\
&=\sin\theta\left[\tan\tfrac\theta2-\frac Pz\right].
\end{aligned}
\]

For \(0<\theta<\pi\) the factor \(\sin\theta\) is positive. The condition \(g\le1\) therefore means

\[
z\tan\tfrac\theta2\ge P .
\]

The left side rises strictly from 0 to infinity as \(\theta\) goes from 0 to \(\pi\). It equals \(P\) at one angle \(\theta_n\), and the allowed set is \(\theta_n\le\theta\le\pi\). This is a single band whose top is \(\theta=\pi\), that is, \(z=n\pi\). The next band starts at \(n\pi+\theta_{n+1}\), so there is a gap directly above the top.

The bottom depends on \(P\). As \(P\to0\), \(\theta_n\to0\) and the gaps close. As \(P\to\infty\), \(\theta_n\to\pi\) and each band shrinks onto its fixed top, which is a level of a box of length \(a\) with hard walls.

**Where in \(k\) the top lies.** Since \(dz/d\theta=1\),

\[
\frac{dg}{d\theta}=-\sin\theta+\frac Pz\cos\theta-\frac P{z^2}\sin\theta .
\]

Inside the band \(P/z\le\tan(\theta/2)\). Where \(\cos\theta>0\), the first two terms together are at most

\[
-\sin\theta+\tan\tfrac\theta2\cos\theta
=-\tan\tfrac\theta2\left(2\cos^2\tfrac\theta2-\cos\theta\right)
=-\tan\tfrac\theta2<0,
\]

because \(2\cos^2(\theta/2)=1+\cos\theta\). The third term is negative too. Where \(\cos\theta\le0\) and \(\theta<\pi\), the first term is negative and the second is not positive. At \(\theta=\pi\) the derivative is \(-P/(n\pi)\). Thus \(g\) falls steadily from 1 to \(-1\) as the energy rises through the band, and the energy is monotonic in \(k\) between \(k=0\) and \(k=\pi/a\). At the top \(\cos ka=(-1)^n\): the top is at \(k=\pi/a\) for odd \(n\) and at \(k=0\) for even \(n\).

**The state at the top.** At \(z=n\pi\) the cell matrix is

\[
M=(-1)^n\begin{pmatrix}1&0\\2\Lambda&1\end{pmatrix}.
\]

An eigenvector \((v_1,v_2)\) with eigenvalue \((-1)^n\) must satisfy \(2\Lambda v_1=0\). It therefore has \(\psi(0)=0\), and there is one such state up to a factor:

\[
\psi(x)\propto\sin\frac{n\pi x}{a}.
\]

This wave has a node at every barrier. The barriers do not act on it, which is why its energy is the free value and contains no \(\Lambda\).

**The shape near the top.** Let \(k\) differ from its value at the top by a small \(\delta\), and put \(z=n\pi-\varepsilon\). Then \(\theta=\pi-\varepsilon\) and, to leading order,

\[
g=-\cos\varepsilon+\frac Pz\sin\varepsilon\approx-1+\frac{P\varepsilon}{n\pi}.
\]

The relation gives \(g=-\cos(\delta a)\approx-1+\delta^2a^2/2\). Equating the two expressions yields \(\varepsilon\approx n\pi\delta^2a^2/(2P)\), and so

\[
E=\frac{(n\pi-\varepsilon)^2}{2a^2}\approx E_n^{\rm top}-\frac{n\pi\varepsilon}{a^2}
\approx E_n^{\rm top}-\frac{n^2\pi^2}{2P}\,\delta^2 .
\]

The neglected term \(\varepsilon^2/2\) in \(g\) must be small beside \(P\varepsilon/(n\pi)\). With the value of \(\varepsilon\) just found, this requires \(n\pi|\delta|a\ll2P\), in addition to \(|\delta|a\ll1\). The parabolic region therefore narrows as the barriers weaken.

## A worked case

Take the round model values \(a=5\) bohr and \(\Lambda=0.6\) hartree bohr. Then \(P=0.6\times5=3\). The first top is

\[
E_1^{\rm top}=\frac{\pi^2}{2\times5^2}=\frac{9.8696}{50}=0.19739\ \text{hartree},
\]

or 5.371 eV. The first bottom solves \(z\tan(z/2)=3\), with the root \(z=0.629134\,\pi=1.9765\). Its energy is \(1.9765^2/50=0.07813\) hartree. The lowest three bands, in hartree, are:

| Band | Bottom | Top | Width | Gap above |
|---|---|---|---|---|
| 1 | 0.07813 | 0.19739 | 0.11926 | 0.18093 |
| 2 | 0.37832 | 0.78957 | 0.41125 | 0.21419 |
| 3 | 1.00376 | 1.77653 | 0.77277 | 0.22639 |

The first gap is 4.923 eV. On its lower side, at \(z=0.9\pi\), \(F=-0.623\) and the energy is allowed. At \(z=\pi\), \(F=-1\). At \(z=1.1\pi\), \(F=-1.219\), which no real \(k\) can match.

Halfway across the zone, at \(k=\pi/(2a)\), the relation requires \(F=0\). In band 1 this happens at \(z=2.4556\), where \(\cos z=-0.7738\) and \(3\sin z/z=0.7738\). The energy is \(2.4556^2/50=0.1206\) hartree.

Now make the barriers ten times stronger, so that \(P=30\). The bottom of band 1 rises from 0.07813 to 0.17356 hartree, while the top stays at 0.19739 hartree. The density at the barrier accounts for the difference. For a state normalized to 1 in a cell, \(E=\langle\psi|H|\psi\rangle\). When \(\Lambda\) changes at fixed \(k\), the change of \(\psi\) contributes \(E\,d\langle\psi|\psi\rangle/d\Lambda=0\), leaving

\[
\frac{dE}{d\Lambda}=|\psi(0)|^2 .
\]

At \(P=3\) this density is 0.0826 bohr\(^{-1}\) at the bottom of band 1 and zero at its top.

The numerical check obtains these energies by diagonalizing the energy of one cell in a polynomial basis, without using the relation or the jump condition.

## Second derivation: summing plane waves

**The equation for the coefficients.** Start from Bloch's theorem and expand

\[
\psi(x)=\sum_Gc_G\,e^{i(k+G)x},\qquad G=\frac{2\pi m}{a},\quad m=0,\pm1,\pm2,\dots
\]

Read the Schrödinger equation as an equation between distributions, so that the series may be differentiated term by term even though \(\psi\) has kinks. Multiply by \(e^{-i(k+G)x}/a\) and integrate over a cell containing the barrier at \(x=0\). The delta function selects \(\psi(0)\), and

\[
\left[E-\tfrac12(k+G)^2\right]c_G=\frac{\Lambda}{a}\,\psi(0),
\qquad\psi(0)=\sum_Gc_G .
\]

The right side is the same for every \(G\). There are two cases.

**States that vanish at the barriers.** If \(\psi(0)=0\), a coefficient can be nonzero only where \((k+G)^2/2=E\). The coefficients must sum to zero, so two different plane waves of equal energy are needed, with wave numbers \(k+G\) and \(k+G'=-(k+G)\). Their difference \(2(k+G)\) is a multiple of \(2\pi/a\). The wave numbers are therefore \(\pm n\pi/a\) with \(n\ge1\), and opposite coefficients give \(\sin(n\pi x/a)\). Here \(z=n\pi\) and \(\cos ka=(-1)^n=F(n\pi)\), so the relation holds.

**States that do not vanish there.** If \(\psi(0)\ne0\), no bracket can be zero. Divide by the bracket, sum over \(G\), and cancel \(\psi(0)\):

\[
S(E)\equiv\frac1a\sum_G\frac1{E-\frac12(k+G)^2}=\frac1\Lambda .
\]

For \(E\le0\) every term that can occur is negative, so \(S<0\) and there is no solution. For \(E>0\) put \(\phi=ka\). Each term is \(2a^2/[z^2-(\phi+2\pi m)^2]\), and partial fractions give

\[
S=2a\sum_m\frac1{2z}\left[\frac1{z-\phi-2\pi m}+\frac1{z+\phi+2\pi m}\right].
\]

**The cotangent sum.** To evaluate this, expand \(\cos\alpha x\) in a Fourier series on \([-\pi,\pi]\), with \(\alpha\) not an integer. The coefficient of \(e^{imx}\) is

\[
\frac1{2\pi}\int_{-\pi}^{\pi}\cos\alpha x\cos mx\,dx
=\frac{(-1)^m\sin\pi\alpha}{2\pi}\left[\frac1{\alpha-m}+\frac1{\alpha+m}\right].
\]

The periodic continuation is continuous with piecewise smooth slope, so the series converges to the function at \(x=\pi\), where \(e^{im\pi}=(-1)^m\). The signs cancel. In sums taken symmetrically in \(m\), the two fractions contribute equally, and

\[
\pi\cot\pi\alpha=\sum_m\frac1{\alpha-m}.
\]

With \(\alpha=w/(2\pi)\) this becomes \(\sum_m1/(w-2\pi m)=\frac12\cot(w/2)\). Apply it to both parts of \(S\), replacing \(m\) by \(-m\) in the second:

\[
S=\frac a{2z}\left[\cot\frac{z-\phi}2+\cot\frac{z+\phi}2\right].
\]

Use \(\cot A+\cot B=\sin(A+B)/(\sin A\sin B)\) with \(A+B=z\), and \(\sin A\sin B=\frac12(\cos\phi-\cos z)\). The result is

\[
S=\frac{a\sin z}{z(\cos\phi-\cos z)} .
\]

Setting \(S=1/\Lambda\) gives \(\cos\phi-\cos z=\Lambda a\sin z/z\), which is again \(\cos ka=F(z)\).

**The tops from the sum.** Fix \(k\) with \(0<ka<\pi\). The free levels \((k+G)^2/2\) correspond to \(z=\phi,\;2\pi-\phi,\;2\pi+\phi,\dots\). There is one in each interval \(((n-1)\pi,n\pi)\); call its energy \(\epsilon_n(k)\). Between neighbouring free levels,

\[
\frac{dS}{dE}=-\frac1a\sum_G\frac1{\left[E-\frac12(k+G)^2\right]^2}<0,
\]

and \(S\) falls from \(+\infty\) to \(-\infty\). It passes through zero at \(z=n\pi\), where \(\sin z=0\). The positive value \(1/\Lambda\) is reached once, before that zero:

\[
\epsilon_n(k)<E_n(k)<\frac{n^2\pi^2}{2a^2}.
\]

Now let \(k\) approach the zone point where \(\cos ka=(-1)^n\). The free level \(\epsilon_n\) rises to \(n^2\pi^2/(2a^2)\) and squeezes \(E_n\) to the same value. The sine state found above has this energy at that \(k\), so the bound is attained and is the band top.

At this same \(k\), any state with \(\psi(0)\ne0\) still has to satisfy \(S=1/\Lambda\). Just above the free level \(S\) starts from \(+\infty\), so the next solution lies a finite distance higher. That distance is the gap.

## What each derivation assumes

Both derivations assume one electron, strict periodicity and zero-width barriers. They use the zero width differently.

The cell matrix needs the solution between barriers and a rule for crossing one. Bloch's condition enters at the end, through an eigenvalue. For another real potential of period \(a\), \(T\) and \(K\) would be replaced by the matrix of that potential, and \(\cos ka=\frac12\operatorname{tr}M\) would survive. Its determinant is still 1, because \(\psi_1\psi_2'-\psi_1'\psi_2\) is constant for two solutions of equal energy. The particular form of \(F\), and with it the fixed tops, would in general be lost.

The plane-wave sum assumes Bloch's theorem from the start and never states the jump in slope. It relies on the delta function coupling all plane waves with the same strength \(\Lambda/a\), which reduces infinitely many equations to one. A barrier of finite width has couplings that depend on \(G-G'\), and this reduction fails. The sum also requires division by \(\psi(0)\), so the states at the band tops must be found separately. The cell matrix treats them with all the others.

**The sign of \(\Lambda\).** The sum shows directly why repulsion is needed. If \(\Lambda<0\), then \(1/\Lambda\) is negative and \(S\) reaches it after its zero. One level lies below \(\epsilon_1\), and the others satisfy

\[
\frac{n^2\pi^2}{2a^2}<E_{n+1}(k)<\epsilon_{n+1}(k),\qquad n\ge1 .
\]

At \(\cos ka=(-1)^n\) the upper limit comes down to the lower one. The point \(qa=n\pi\) is then the bottom of band \(n+1\). The numerical check confirms this for the lowest three such edges at \(P=-3\).

**The width of the barriers.** Replace each delta by a rectangle of width \(b\) and height \(\Lambda/b\), centred on the same point. The state \(\sqrt{2/a}\,\sin(\pi x/a)\) now has some density inside the barrier. At \(k=\pi/a\) its free partner of equal energy is a cosine. The even barrier does not mix the two, so the first-order shift of the sine state is

\[
\Delta E\approx\frac2a\,\frac\Lambda b\int_{-b/2}^{b/2}\frac{\pi^2x^2}{a^2}\,dx
=\frac{\Lambda\pi^2b^2}{6a^3},\qquad b\ll a,
\]

where the sine has been replaced by its argument. First order also requires that the barrier hardly bends the wave inside it. There \(\psi''\approx(2\Lambda/b)\psi\), so the straight line through the node stays accurate over the half-width \(b/2\) only when \((2\Lambda/b)(b/2)^2=\Lambda b/2\ll1\). The estimate therefore needs this condition as well as \(b\ll a\). In the case below \(\Lambda b/2=0.6\times0.25/2=0.075\). For \(b=0.25\) bohr and the values used above, this gives \(4.93\times10^{-4}\) hartree. Diagonalization in plane waves gives \(4.79\times10^{-4}\) hartree for the rise of the lowest level at \(k=\pi/a\), which is 2.8% below the estimate, relative to the estimate. The shift is small because the density near the node grows as \(x^2\), and it vanishes as \(b^2\) when the barrier narrows at fixed area.

## Table of computed values

```
lattice constant a = 5.0 bohr
delta strength = 0.6 hartree bohr
P = 3.0 (dimensionless)
band 1: bottom qa/pi = 0.629134
band 1: top qa/pi = 1.00000000
band 1: bottom energy = 0.078130 hartree
band 1: top energy = 0.197392 hartree
band 1: width = 0.119263 hartree
gap above band 1 = 0.180928 hartree
band 2: bottom qa/pi = 1.384410
band 2: top qa/pi = 2.00000000
band 2: bottom energy = 0.378320 hartree
band 2: top energy = 0.789568 hartree
band 2: width = 0.411248 hartree
gap above band 2 = 0.214187 hartree
band 3: bottom qa/pi = 2.255013
band 3: top qa/pi = 3.00000000
band 3: bottom energy = 1.003755 hartree
band 3: top energy = 1.776529 hartree
band 3: width = 0.772773 hartree
gap above band 3 = 0.226388 hartree
band 1 top = 5.3713 eV
gap above band 1 = 4.9233 eV
F at qa = 0.9 pi: -0.623179
F at qa = 1.0 pi: -1.000000
F at qa = 1.1 pi: -1.219320
band 1 at k = pi/(2a): energy = 0.120604 hartree
band 1 at k = pi/(2a): qa = 2.455644 rad
stronger comb: P = 30.0 (dimensionless)
stronger comb: band 1 bottom = 0.173558 hartree
stronger comb: band 1 top = 0.197392 hartree
density at delta, band 1 bottom = 0.082648 bohr^-1
density at delta, band 1 top = 0.000000 bohr^-1
band 1: drop near top / quadratic law = 0.999939
band 2: drop near top / quadratic law = 0.999857
band 3: drop near top / quadratic law = 0.999720
attractive comb: P = -3.0 (dimensionless)
attractive comb: band 2 bottom qa/pi = 1.00000000
rectangular barrier width = 0.25 bohr
rectangular barrier: band 1 top shift = 4.7943e-04 hartree
first-order estimate of shift = 4.9348e-04 hartree
largest relation error in energy = 1.3e-12 hartree
largest band-top error = 9.0e-13 hartree
```
